# Transit-Time Response of Electrons Crossing a Depleted Silicon Layer: verification in Python

```python
"""
Result under test: carriers crossing a depleted layer of width W at speed v
induce an external short-circuit current whose transit factor is
    F(w) = (1 - exp(-j w tau)) / (j w tau),   tau = W / v,
and |F|^2 = 1/2 at f = x_h/(pi tau), with sin(x_h)/x_h = 1/sqrt(2).
w: angular frequency; time factor exp(+j w t). SI units inside the program.
Example: silicide / 100 nm n-Si / n+ Si, electrons injected at the silicide.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, simpson
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q, eps0, hbar, m_e = const.e, const.epsilon_0, const.hbar, const.m_e

# Inputs (material values are rough typical ones)
width = 100e-9
speed = 1e5                    # 1e7 cm/s
eps = 11.7 * eps0
barrier_eV = 0.65
reverse_bias = 0.85
doping = 1e22                  # 1e16 cm^-3
doping_plus = 1e25             # 1e19 cm^-3
mobility = 0.12                # 1200 cm2/Vs
mobility_plus = 0.01           # 100 cm2/Vs
diffusivity = 1e-3             # 10 cm2/s, hot electrons
overshoot_ratio = 1.0          # initial speed is (1 + ratio) * speed
overshoot_time = 0.1e-12
load_ohm = 50.0
area = 1e-12                   # 1 um^2
current_density = 1e7          # 1e3 A/cm2
trap_density = 1e21            # 1e15 cm^-3
trap_section = 1e-19           # 1e-15 cm^2
tau = width / speed


def transit_factor(freq):
    angle = 2 * np.pi * freq * tau
    return (1 - np.exp(-1j * angle)) / (1j * angle)


def half_power(factor):
    return brentq(lambda f: abs(factor(f))**2 - 0.5, 100e9, 900e9)


# Test 1: point charge between grounded plates, by image charges.
# Lengths in units of the plate spacing; integrate the surface charge.
radius = np.linspace(0, 8, 1601)
orders = np.arange(-2000, 2001)
image_error = 0.0
for position in (0.2, 0.5, 0.8):
    z = position + 2 * orders
    surface = np.array([-np.sum(z / (r*r + z*z)**1.5) / (2*np.pi)
                        for r in radius])
    induced = simpson(2 * np.pi * radius * surface, x=radius)
    image_error = max(image_error, abs(induced + (1 - position)))
assert image_error < 1e-5

# Test 2: Poisson equation with dopants, bias and a moving charged sheet.
cells = 400
dx = width / cells
total_drop = barrier_eV + reverse_bias
sheet = -1e-5                  # C/m2, electrons


def contact_charge(node):
    rho = np.full(cells - 1, q * doping)
    rho[node - 1] += sheet / dx
    rhs = -rho * dx**2 / eps
    rhs[-1] -= total_drop      # potential at the n+ edge
    bands = np.ones((3, cells - 1))
    bands[1] = -2
    phi = solve_banded((1, 1), bands, rhs)
    return -eps * phi[0] / dx


moved = contact_charge(300) - contact_charge(100)
poisson_fraction = moved / sheet
assert abs(poisson_fraction - 200 / cells) < 1e-6

# Half-power root and its uniqueness
x_half = brentq(lambda x: np.sin(x) / x - 1 / np.sqrt(2), 0.1, np.pi)
f_half = x_half / (np.pi * tau)
scan = np.linspace(1e9, 5 / tau, 20000)
above = np.abs(transit_factor(scan))**2 > 0.5
assert np.count_nonzero(above[1:] != above[:-1]) == 1
assert abs(f_half / 443e9 - 1) < 1e-3

# Test 3: count discrete carriers launched with a modulated rate.
omega = 2 * np.pi * f_half
period = 1 / f_half
depth = 0.5
per_period = 20000
rate = per_period / period
fine_t = np.linspace(0, 4 * period, 400001)
launched = rate * (fine_t + depth * np.sin(omega * fine_t) / omega)
launch_times = np.interp(np.arange(4 * per_period) + 0.5, launched, fine_t)
sample_t = 2 * period + period * np.arange(4000) / 4000
in_flight = (np.searchsorted(launch_times, sample_t)
             - np.searchsorted(launch_times, sample_t - tau))
external = q * speed / width * in_flight
phasor = 2 * np.mean(external * np.exp(-1j * omega * sample_t))
counted_factor = phasor / (q * rate * depth)
assert abs(counted_factor - transit_factor(f_half)) < 2e-3
assert abs(abs(counted_factor)**2 - 0.5) < 2e-3
mean_ratio = np.mean(external) / (q * rate)
assert abs(mean_ratio - 1) < 2e-3

# Diffusion: prescribed flux at the contact, collecting n+ edge.


def diffusion_factor(freq, diff=diffusivity):
    w = 2 * np.pi * freq
    root = np.sqrt(speed**2 + 4j * w * diff)
    k1, k2 = (speed - root) / (2*diff), (speed + root) / (2*diff)
    e1, e2 = np.exp(k1 * width), np.exp(-k2 * width)
    a = 1 / ((speed - diff*k1) - e1 * e2 * (speed - diff*k2))
    b = -a * e1
    stored = a * (e1 - 1) / k1 + b * (1 - e2) / k2
    return (speed * stored + diff * (a + b * e2)) / width


def diffusion_grid(freq, n=4000):
    h = width / n
    w = 2 * np.pi * freq
    left = speed / 2 + diffusivity / h     # face flux: left*n_i + right*n_i+1
    right = speed / 2 - diffusivity / h
    bands = np.zeros((3, n), complex)
    bands[0, 1:] = right
    bands[1] = 1j * w * h + left - right
    bands[1, 0] = 1j * w * h + left
    bands[1, -1] = 1j * w * h + 2 * diffusivity / h - right
    bands[2, :-1] = -left
    rhs = np.zeros(n, complex)
    rhs[0] = 1
    dens = solve_banded((1, 1), bands, rhs)
    flux = np.concatenate(([1], left*dens[:-1] + right*dens[1:],
                           [2 * diffusivity / h * dens[-1]]))
    return np.trapezoid(flux, dx=1/n) if hasattr(np, "trapezoid") \
        else np.trapz(flux, dx=1/n)


for test_f in (100e9, 400e9, 800e9):
    assert abs(diffusion_factor(test_f) - diffusion_grid(test_f)) < 1e-3
assert abs(diffusion_factor(f_half, 1e-7) - transit_factor(f_half)) < 1e-3
f_diffusion = half_power(diffusion_factor)

# Speed varying along the path: average the delay phase over position.
x = np.linspace(0, width, 4001)


def path_factor(arrival):
    return lambda f: simpson(np.exp(-2j*np.pi*f*arrival), x=x) / width


assert abs(half_power(path_factor(x / speed)) / f_half - 1) < 1e-6

field_mean = total_drop / width
field = field_mean + q * doping / eps * (width / 2 - x)
beta = 1.11
ratio = mobility * field / speed
local_speed = speed * ratio / (1 + ratio**beta)**(1 / beta)
arrival_mobility = cumulative_trapezoid(1 / local_speed, x, initial=0)
f_mobility = half_power(path_factor(arrival_mobility))

t = np.linspace(0, tau, 20001)
distance = speed * (t + overshoot_ratio * overshoot_time
                    * (1 - np.exp(-t / overshoot_time)))
arrival_overshoot = np.interp(x, distance, t)
f_overshoot = half_power(path_factor(arrival_overshoot))


def saturation_scale(temp):
    return 1 / (1 + 0.8 * np.exp(temp / 600))


f_hot = f_half * saturation_scale(400) / saturation_scale(300)

# Sizes of the other neglected effects
punch_through = q * doping * width**2 / (2 * eps)
assert punch_through < total_drop
capacitance = eps * area / width
f_rc = 1 / (2 * np.pi * load_ohm * capacitance)
extra_width = eps * field[-1] / (q * doping_plus)
relaxation = eps / (q * doping_plus * mobility_plus)
mobile_field = current_density * width / (eps * speed)
ionization = 7.03e7 * np.exp(-1.231e8 / field[0]) * width
tunnel_exponent = (4 * np.sqrt(2 * 0.19 * m_e) * (barrier_eV * q)**1.5
                   / (3 * hbar * q * field[0]))
lowering = np.sqrt(q * field[0] / (4 * np.pi * eps))
trapped = trap_density * trap_section * speed * tau
spread = np.sqrt(2 * diffusivity * tau)
assert omega * relaxation < 0.1 and ionization < 0.05
assert mobile_field < 0.05 * field_mean and trapped < 1e-3


def shift(f):
    return 100 * (f / f_half - 1)


print(f"Width: {width*1e9:.0f} nm; speed: {speed*100:.1e} cm/s")
print(f"Transit time: {tau*1e12:.3f} ps")
print(f"Current per carrier in flight: {q*speed/width*1e9:.1f} nA")
print(f"Image-charge test, largest error: {image_error:.1e} of q")
print(f"Sheet moved W/2, charge fraction: {poisson_fraction:.6f}")
print(f"Half-power root x_h: {x_half:.5f} rad")
print(f"f*tau at half power: {x_half/np.pi:.5f}")
print(f"Half-power frequency: {f_half/1e9:.2f} GHz")
print(f"Phase of F there: {np.degrees(np.angle(transit_factor(f_half))):.2f} deg")
print(f"Counted carriers, |F|^2: {abs(counted_factor)**2:.4f}")
print(f"Counted carriers, phase: {np.degrees(np.angle(counted_factor)):.2f} deg")
print(f"Counted mean current / injected: {mean_ratio:.4f}")
print(f"Single-pole estimate 1/(2 pi tau): {1/(2*np.pi*tau)/1e9:.1f} GHz")
print(f"First zero of F, 1/tau: {1/tau/1e9:.0f} GHz")
print(f"Barrier: {barrier_eV:.2f} eV; reverse bias: {reverse_bias:.2f} V")
print(f"Layer doping: {doping/1e6:.0e} cm^-3; n+: {doping_plus/1e6:.0e} cm^-3")
print(f"Potential drop: {total_drop:.2f} V")
print(f"Drop needed to deplete layer: {punch_through:.3f} V")
print(f"Field at contact: {field[0]/1e8:.4f} MV/cm")
print(f"Field at n+ edge: {field[-1]/1e8:.4f} MV/cm")
print(f"Hot-electron diffusivity: {diffusivity*1e4:.0f} cm2/s")
print(f"Diffusive spread in one transit: {spread*1e9:.1f} nm")
print(f"With diffusion: {f_diffusion/1e9:.1f} GHz ({shift(f_diffusion):+.1f} %)")
print(f"Overshoot: initial speed {(1+overshoot_ratio)*speed*100:.1e} cm/s")
print(f"Overshoot decay time: {overshoot_time*1e12:.2f} ps")
print(f"Overshoot transit time: {arrival_overshoot[-1]*1e12:.3f} ps")
print(f"With overshoot: {f_overshoot/1e9:.1f} GHz ({shift(f_overshoot):+.1f} %)")
print(f"Low-field mobility: {mobility*1e4:.0f} cm2/Vs")
print(f"With finite mobility: {f_mobility/1e9:.1f} GHz ({shift(f_mobility):+.1f} %)")
print(f"At 400 K: {f_hot/1e9:.1f} GHz ({shift(f_hot):+.1f} %)")
print(f"Area: {area*1e12:.0f} um2; load: {load_ohm:.0f} ohm")
print(f"Capacitance: {capacitance*1e15:.3f} fF")
print(f"RC half-power frequency: {f_rc/1e9:.0f} GHz")
print(f"Area where RC equals transit limit: {area*f_rc/f_half*1e12:.2f} um2")
print(f"Extra depletion in n+: {extra_width*1e9:.2f} nm")
print(f"n+ dielectric relaxation time: {relaxation*1e15:.2f} fs")
print(f"omega * relaxation time: {omega*relaxation:.4f}")
print(f"Current density: {current_density/1e4:.0e} A/cm2")
print(f"Field change by mobile charge: {mobile_field/1e8:.5f} MV/cm")
print(f"Ionizations per crossing (bound): {ionization:.4f}")
print(f"Tunnelling exponent at contact: {tunnel_exponent:.0f}")
print(f"Image-force barrier lowering: {lowering:.3f} eV")
print(f"Trap density: {trap_density/1e6:.0e} cm^-3")
print(f"Trap cross-section: {trap_section*1e4:.0e} cm2")
print(f"Fraction trapped per crossing: {trapped:.1e}")
print("checks complete")
```

It prints:

```
Width: 100 nm; speed: 1.0e+07 cm/s
Transit time: 1.000 ps
Current per carrier in flight: 160.2 nA
Image-charge test, largest error: 1.6e-06 of q
Sheet moved W/2, charge fraction: 0.500000
Half-power root x_h: 1.39156 rad
f*tau at half power: 0.44295
Half-power frequency: 442.95 GHz
Phase of F there: -79.73 deg
Counted carriers, |F|^2: 0.5000
Counted carriers, phase: -79.73 deg
Counted mean current / injected: 1.0000
Single-pole estimate 1/(2 pi tau): 159.2 GHz
First zero of F, 1/tau: 1000 GHz
Barrier: 0.65 eV; reverse bias: 0.85 V
Layer doping: 1e+16 cm^-3; n+: 1e+19 cm^-3
Potential drop: 1.50 V
Drop needed to deplete layer: 0.077 V
Field at contact: 0.1577 MV/cm
Field at n+ edge: 0.1423 MV/cm
Hot-electron diffusivity: 10 cm2/s
Diffusive spread in one transit: 44.7 nm
With diffusion: 346.5 GHz (-21.8 %)
Overshoot: initial speed 2.0e+07 cm/s
Overshoot decay time: 0.10 ps
Overshoot transit time: 0.900 ps
With overshoot: 473.3 GHz (+6.8 %)
Low-field mobility: 1200 cm2/Vs
With finite mobility: 427.4 GHz (-3.5 %)
At 400 K: 401.5 GHz (-9.4 %)
Area: 1 um2; load: 50 ohm
Capacitance: 1.036 fF
RC half-power frequency: 3073 GHz
Area where RC equals transit limit: 6.94 um2
Extra depletion in n+: 0.92 nm
n+ dielectric relaxation time: 6.47 fs
omega * relaxation time: 0.0180
Current density: 1e+03 A/cm2
Field change by mobile charge: 0.00097 MV/cm
Ionizations per crossing (bound): 0.0029
Tunnelling exponent at contact: 99
Image-force barrier lowering: 0.044 eV
Trap density: 1e+15 cm^-3
Trap cross-section: 1e-15 cm2
Fraction trapped per crossing: 1.0e-05
checks complete
```
